\section*{Why a picometre electron wavelength does not set resist resolution}

\section{Two crossing waves}

Let two plane electron waves of equal amplitude meet at a surface, tilted by $+\alpha$ and $-\alpha$ from the normal. With $k=2\pi/\lambda$ and a small angle, $\sin\alpha\approx\alpha$, the intensity along the surface is
\begin{equation}
\left|e^{ik\alpha x}+e^{-ik\alpha x}\right|^2=2+2\cos(2k\alpha x).
\end{equation}
The fringes repeat when $2k\alpha x$ grows by $2\pi$, so their period is $\pi/(k\alpha)=\lambda/(2\alpha)$. For a 100 keV electron $\lambda=3.70$ pm. With $\alpha=5$ mrad the period is $3.70\ \mathrm{pm}/0.010=0.370$ nm, a hundred wavelengths. The wavelength has been magnified by the small angle before it appears as a length on the surface.

The value of $\lambda$ follows from the relativistic energy $T+mc^2$ of an electron with kinetic energy $T$ and momentum $P$:
\begin{equation}
\begin{aligned}
(T+mc^2)^2&=P^2c^2+m^2c^4,\\
Pc&=\sqrt{T(T+2mc^2)},\qquad \lambda=\frac hP .
\end{aligned}
\end{equation}
Dropping $T$ beside $2mc^2$ gives the nonrelativistic value 3.88 pm, about 5\% too long.

\section{A counter-example: a lens and secondary electrons}

Consider the claim that the wavelength sets the finest pattern a resist can record. To test it, write a grating of period $p=20$ nm with intended dose $1+\cos qx$, where $q=2\pi/p$. A blur moves each deposit by a random distance $X$, distributed symmetrically about zero. The dose becomes
\begin{equation}
\begin{aligned}
1+\langle\cos q(x-X)\rangle
&=1+\cos qx\,\langle\cos qX\rangle+\sin qx\,\langle\sin qX\rangle\\
&=1+M\cos qx,\qquad M=\langle\cos qX\rangle=\langle e^{iqX}\rangle ,
\end{aligned}
\end{equation}
because the sine average vanishes by symmetry. The number $M$ is the contrast left by the blur.

\subsection{The lens}

An ideal lens fills a cone of half-angle $\alpha$ uniformly with plane waves. The focal amplitude is
\begin{equation}
A(\mathbf r)=\int_{|\boldsymbol\theta|<\alpha}e^{ik\boldsymbol\theta\cdot\mathbf r}\,d^2\theta
=2\pi\int_0^\alpha J_0(k\theta r)\,\theta\,d\theta
=2\pi\alpha^2\frac{J_1(k\alpha r)}{k\alpha r}.
\end{equation}
The azimuthal integral gives $J_0$, and the last step uses $(zJ_1)'=zJ_0$. The first zero of $J_1(z)$, at $z=3.83$, puts the first dark ring at $r=3.83\,\lambda/(2\pi\alpha)=0.61\lambda/\alpha=0.45$ nm.

Beam positions are exposed by different electrons, so intensities add. The contrast is the normalized Fourier transform of $|A|^2$:
\begin{equation}
\int |A|^2e^{-i\mathbf q\cdot\mathbf r}d^2r
=(2\pi)^2\!\iint\delta^2(k\boldsymbol\theta-k\boldsymbol\theta'-\mathbf q)\,d^2\theta\,d^2\theta' .
\end{equation}
Both angles lie in the disc of radius $\alpha$. The delta function requires $\boldsymbol\theta-\boldsymbol\theta'=\mathbf q/k$, so the integral is proportional to the overlap of two such discs with centres $q/k=\lambda/p$ apart. The overlap consists of two equal circular segments. If $\cos\varphi=s$ with $s=\lambda/(2\alpha p)$, each has area $\alpha^2(\varphi-\sin\varphi\cos\varphi)$. Division by $\pi\alpha^2$, the overlap at $q=0$, gives
\begin{equation}
M_d=\frac2\pi\left[\arccos s-s\sqrt{1-s^2}\right],\qquad s=\frac{\lambda}{2\alpha p}\le1,
\label{lens}
\end{equation}
and $M_d=0$ for $s>1$. The cutoff $s=1$ is the fringe period of the two crossing waves.

Here $s=0.370/20=0.0185$ and $M_d=0.976$.

\subsection{The secondary electrons}

The fast electron releases slow secondaries, which can expose resist away from its track. Model a secondary as a random walker with isotropic steps, exponentially distributed in length with mean $\ell$. After each step it stops with probability $\epsilon$ and deposits its dose. Film surfaces are ignored in this walk. For one step of length $a$ and direction cosine $\mu$ along $x$, averaging first over $a$ and then over $\mu$ gives
\begin{equation}
\begin{aligned}
g&=\frac12\int_{-1}^{1}d\mu\int_0^\infty\frac{da}{\ell}\,e^{-a/\ell+iqa\mu}
=\frac12\int_{-1}^{1}\frac{d\mu}{1-iq\ell\mu}\\
&=\int_0^1\frac{d\mu}{1+q^2\ell^2\mu^2}
=\frac{\arctan(q\ell)}{q\ell}.
\end{aligned}
\end{equation}
The odd imaginary part has cancelled. A walk has $N$ steps with probability $\epsilon(1-\epsilon)^{N-1}$, and independent steps multiply their averages. Summing the geometric series,
\begin{equation}
M_s=\sum_{N=1}^\infty\epsilon(1-\epsilon)^{N-1}g^N
=\frac{\epsilon g}{1-(1-\epsilon)g}.
\label{secondary}
\end{equation}
For long periods set $b=q^2\ell^2/3$, so $g\approx1-b$. To first order in $b$,
\begin{equation}
M_s\approx\frac{\epsilon(1-b)}{\epsilon+(1-\epsilon)b}
\approx1-b-\frac{1-\epsilon}{\epsilon}b=1-\frac b\epsilon .
\end{equation}
Comparison with $\langle\cos qX\rangle\approx1-q^2\langle X^2\rangle/2$ gives $\langle X^2\rangle=2\ell^2/(3\epsilon)$.

Choose $\ell=1$ nm and $\epsilon=0.1$, a mean of ten steps. The rms displacement along $x$ is $\sqrt{2/0.3}=2.58$ nm. At $p=20$ nm, $q\ell=0.314$ and $g=0.969$, so $M_s=0.757$.

If the two blurs are independent, the contrast is $0.976\times0.757=0.739$. A lens with no diffraction at all would raise it only to 0.757. Removing the secondary blur would raise it to 0.976. The claim fails in this case: the wavelength is present, but another process causes most of the loss of contrast.

\section{The correct general statement}

Add a Gaussian source image of standard deviation $\sigma_g$ and forward scattering in a film of thickness $t$. The beam is focused at the bottom of the film, where the dose is evaluated. Aberrations, substrate backscattering, inelastic deflection, shot noise, resist chemistry and development are left out.

\medskip
\noindent\textbf{Statement.} For independent blurs in this small-angle model,
\begin{equation}
M=M_dM_gM_fM_s,\qquad -\ln M=\sum_j(-\ln M_j).
\label{product}
\end{equation}
The wavelength enters the lens factor through $\lambda/(\alpha p)$, and
\begin{equation}
1-M_d\le\frac{2\lambda}{\pi\alpha p}.
\label{bound}
\end{equation}
In the film it enters through $\lambda u/(Rp)$, where $u$ is the height of a collision above the bottom and $R$ is the atomic screening radius. The electron speed also sets the collision rate. The ratio $\lambda/p$ alone therefore does not determine the contrast.
\medskip

\subsection{Proof of the product and the lens bound}

The total displacement is $X=\sum_jX_j$. Independence gives
\begin{equation}
\left\langle e^{iq\sum_jX_j}\right\rangle
=\prod_j\left\langle e^{iqX_j}\right\rangle ,
\end{equation}
which is the product in \eqref{product}. Its logarithm gives the sum wherever the factors are positive.

For the lens, differentiate \eqref{lens}:
\begin{equation}
\begin{aligned}
\frac{dM_d}{ds}
&=\frac2\pi\left[-\frac1{\sqrt{1-s^2}}-\sqrt{1-s^2}
+\frac{s^2}{\sqrt{1-s^2}}\right]\\
&=-\frac4\pi\sqrt{1-s^2}\ge-\frac4\pi .
\end{aligned}
\end{equation}
Since $M_d=1$ at $s=0$, integration gives $M_d\ge1-4s/\pi$, which is \eqref{bound} after inserting $s$. For $s>1$ the right side of \eqref{bound} exceeds one, so the bound still holds. The condition for negligible lens diffraction is thus $\lambda/\alpha\ll p$, which is much stricter than $\lambda\ll p$.

The loss starts linearly in $q$, whereas a blur of finite variance starts quadratically. The Airy intensity falls on average as $r^{-3}$, so its second moment diverges. This is why contrasts are compared here and rms widths are not added.

For the source, completing the square gives
\begin{equation}
\begin{aligned}
M_g&=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}\,\sigma_g}
e^{-x^2/(2\sigma_g^2)+iqx}\\
&=e^{-q^2\sigma_g^2/2}\int_{-\infty}^{\infty}
\frac{dx}{\sqrt{2\pi}\,\sigma_g}
e^{-(x-iq\sigma_g^2)^2/(2\sigma_g^2)}
=e^{-q^2\sigma_g^2/2}.
\end{aligned}
\end{equation}
The shifted Gaussian integral equals one because its contour can be moved back to the real axis.

\subsection{Proof for forward scattering}

For one atom use Hartree atomic units, $\hbar=m=e=1$, and the screened potential $V=-Ze^{-r/R}/r$. Without spin and without the small $V^2$ term, the relativistic wave equation has the Schr\"odinger form with mass $\gamma$, the Lorentz factor. The first Born amplitude for momentum transfer $Q$ is
\begin{equation}
f=-\frac{2\gamma}{Q}\int_0^\infty rV(r)\sin(Qr)\,dr
=\frac{2\gamma Z}{Q}\int_0^\infty e^{-r/R}\sin(Qr)\,dr
=\frac{2\gamma Z}{Q^2+R^{-2}} .
\end{equation}
At small angles $Q\approx k\theta$. With $\theta_0=1/(kR)=\lambda/(2\pi R)$,
\begin{equation}
\begin{aligned}
\frac{d\sigma}{d\Omega}&=|f|^2=\frac{4\gamma^2Z^2}{k^4(\theta^2+\theta_0^2)^2},\\
\sigma&=\frac{4\gamma^2Z^2}{k^4}\int_0^\infty
\frac{2\pi\theta\,d\theta}{(\theta^2+\theta_0^2)^2}
=\frac{4\pi\gamma^2Z^2}{k^4\theta_0^2}
=\frac{4\pi Z^2R^2}{v^2}.
\end{aligned}
\end{equation}
The last step uses $k=\gamma v$. The angular integral may run to infinity because it converges at angles of order $\theta_0$.

A collision at height $u$ shifts the arrival point by $u\theta_x$. Put $\kappa=qu$. The normalized angular distribution is $\theta_0^2/[\pi(\theta^2+\theta_0^2)^2]$, so the average phase factor is
\begin{equation}
\begin{aligned}
C(u)&=2\theta_0^2\int_0^\infty
\frac{\theta J_0(\kappa\theta)}{(\theta^2+\theta_0^2)^2}\,d\theta\\
&=2\theta_0^2\int_0^\infty dw\,w\,e^{-w\theta_0^2}
\int_0^\infty\theta J_0(\kappa\theta)e^{-w\theta^2}d\theta\\
&=\theta_0^2\int_0^\infty e^{-w\theta_0^2-\kappa^2/(4w)}dw
=\kappa\theta_0K_1(\kappa\theta_0).
\end{aligned}
\end{equation}
The second line uses $y^{-2}=\int_0^\infty we^{-wy}dw$. The inner integral is $e^{-\kappa^2/(4w)}/(2w)$, and the last step is the integral representation of the modified Bessel function $K_1$.

Let $n$ be the atom density, with atoms placed at random so that waves from different atoms do not interfere on average. A slice $du$ contributes the factor $1-n\sigma\,du+n\sigma\,du\,C(u)$. Multiplying all slices gives
\begin{equation}
M_f=\exp\left\{-n\sigma\int_0^t[1-C(u)]\,du\right\},\qquad
\kappa\theta_0=\frac{2\pi u}{p}\frac{\lambda}{2\pi R}=\frac{\lambda u}{Rp}.
\label{forward}
\end{equation}
This proves the statement about the film. Since $0<C\le1$, also $M_f\ge e^{-n\sigma t}$: electrons that never scatter keep their contrast at every period.

The angle $\theta_0$ can be read as diffraction by one atom or as a momentum kick of order $\hbar/R$ divided by the electron's momentum. These are two descriptions of the same deflection.

\section{The full example}

Take a carbon-like model resist with $Z=6$, $n=60$ nm$^{-3}$ and $t=100$ nm. The Thomas--Fermi choice $R=\frac12(3\pi/4)^{2/3}Z^{-1/3}$ gives $R=0.487$ bohr. The source has $\sigma_g=1$ nm; the lens and secondary parameters are unchanged.

At 100 keV, $\sigma=5.33\times10^{-5}$ nm$^2$. The mean number of elastic collisions is $60\times5.33\times10^{-5}\times100=0.320$, and $\theta_0=22.8$ mrad. These numbers belong to the single-exponential potential. A Hartree--Fock density for a free carbon atom gives a Born cross-section about 50\% larger, $7.9\times10^{-5}$ nm$^2$, or 0.48 collisions. It changes the 100 keV forward contrast at $p=20$ nm only from 0.9635 to 0.9645 and leaves the 100 keV limiting period found below at 9.5 nm, but it raises the 10 keV limiting period by about 1 nm. At $p=20$ nm,
\begin{equation}
M=0.9764\times0.9518\times0.9635\times0.7571=0.678,
\end{equation}
in the order lens, source, forward scattering, secondaries. The losses $-\ln M_j$ are 0.024, 0.049, 0.037 and 0.278. Lens diffraction supplies 6\% of the total and secondaries about 72\%. Diffraction is smaller than the source and forward-scattering losses, but not far below them. It is the bare wavelength that is far below every blur length here.

Displacements sampled with full-angle electron tracks give a total contrast of 0.679, which supports the small-angle formula in this case.

Define the limiting period by $M=0.3$, a chosen criterion. Each factor rises with $p$, so the limit is unique. It is 9.5 nm, about 2600 wavelengths. Removing one blur at a time changes it to 9.2 nm without lens diffraction, 8.0 nm without the source width, 9.0 nm without forward scattering and 4.6 nm without secondary blur. The shifts need not add, because each new limit is evaluated at a different period. With lens diffraction as the sole blur, the limit would be 0.63 nm, still about 170 wavelengths.

These periods belong to the chosen model and are not predictions for a particular resist. In particular, the dominance of secondaries depends on $\ell$ and $\epsilon$.

\section{Why higher energy still helps}

At 10 keV the wavelength is 12.2 pm, and the limiting period rises to 24.7 nm when $\alpha$, the source width and the secondary parameters are held fixed. In this comparison a shorter wavelength and a better resolution therefore go together. Substrate backscattering, which also changes with energy, is not included. The first Born approximation is less accurate at 10 keV than at 100 keV, and exact partial waves for the same potential lower the 10 keV cross-section by about 2\% and the limit by about 0.3 nm; at 100 keV the limit does not move in the digits shown. To separate the routes, change the energy in one factor at a time. Using 10 keV in the lens factor alone moves the limit from 9.5 to 10.2 nm. Using it in the film factor alone moves the limit to 23.9 nm.

For this 100 nm layer most of the change comes from the film. The split depends on thickness: the film route shifts the limit by about 14 nm at $t=100$ nm, 1.2 nm at 30 nm and 0.5 nm at 20 nm, while the lens route gives about 0.7 nm in each case, so for films of 20 nm or less the lens route is the larger. The slower electron makes 2.53 elastic collisions on average instead of 0.320, and $\theta_0$ grows from 22.8 to 75.3 mrad. The second change is proportional to $\lambda$, so the wavelength is not irrelevant to scattering. It acts there through a deflection angle and the depth of the film, and the collision rate changes as well.

\section{When lens diffraction does matter}

Keep the energy at 100 keV and the period at 20 nm, but close the lens to $\alpha=0.482$ mrad. Then
\begin{equation}
s=\frac{0.003701\ \mathrm{nm}}{2\times0.000482\times20\ \mathrm{nm}}=0.192,
\qquad M_d=0.757=M_s .
\end{equation}
Lens diffraction now costs as much contrast as the secondaries, although $\lambda$ is unchanged. A still smaller angle makes it the larger of the two. The wavelength of 3.7 pm neither sets the limit by itself in the first example nor guarantees that diffraction can be ignored; the lens angle must be known as well. The values used here are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lens half-angle: 5.0 mrad
source-image sigma: 1.0 nm
atomic number: 6
atom density: 60 per nm^3
film thickness: 100 nm
secondary mean step: 1.0 nm
secondary stop probability: 0.1
test period: 20 nm
contrast threshold: 0.3
screening radius: 0.4872 bohr
10 keV wavelength: 12.205 pm
10 keV speed / c: 0.1950
10 keV elastic cross-section: 4.2121e-04 nm^2
10 keV elastic mean free path: 39.6 nm
10 keV mean collisions in film: 2.527
10 keV characteristic angle: 75.34 mrad
10 keV thickness times angle: 7.53 nm
10 keV forward contrast: 0.3321
10 keV total contrast: 0.2208
10 keV sampled total contrast: 0.2213
100 keV wavelength: 3.701 pm
100 keV speed / c: 0.5482
100 keV elastic cross-section: 5.3283e-05 nm^2
100 keV elastic mean free path: 312.8 nm
100 keV mean collisions in film: 0.320
100 keV characteristic angle: 22.85 mrad
100 keV thickness times angle: 2.28 nm
100 keV forward contrast: 0.9635
100 keV total contrast: 0.6780
100 keV sampled total contrast: 0.6789
100 keV nonrelativistic wavelength: 3.878 pm
100 keV first Airy dark radius: 0.4515 nm
100 keV diffraction cutoff period: 0.3701 nm
secondary rms displacement along x: 2.582 nm
100 keV diffraction: contrast 0.9764, loss 0.0238
100 keV source: contrast 0.9518, loss 0.0493
100 keV forward: contrast 0.9635, loss 0.0372
100 keV secondary: contrast 0.7571, loss 0.2782
100 keV total loss: 0.3886
100 keV diffraction share of loss: 6.1 %
diffraction-only limiting period: 0.633 nm
100 keV limit without diffraction: 9.191 nm
100 keV limit without source: 7.964 nm
100 keV limit without forward: 8.953 nm
100 keV limit without secondary: 4.618 nm
limit, lens 10 keV, film 10 keV: 24.735 nm
limit, lens 10 keV, film 100 keV: 10.227 nm
limit, lens 100 keV, film 10 keV: 23.881 nm
limit, lens 100 keV, film 100 keV: 9.489 nm
100 keV limit / wavelength: 2564
equal-loss lens half-angle: 0.482 mrad
\end{verbatim}
